# The Gap at K in the Kane-Mele Model

## Exercise

Electrons on a honeycomb lattice with bond length 1 are described by the Kane-Mele Hamiltonian

$$
\begin{aligned}
H={}&t\sum_{\langle ij\rangle}c_i^\dagger c_j
+i\lambda_{SO}\sum_{\langle\langle ij\rangle\rangle}\nu_{ij}\,c_i^\dagger s_z c_j\\
&+i\lambda_R\sum_{\langle ij\rangle}c_i^\dagger(\mathbf s\times\mathbf d_{ij})_z c_j
+\lambda_v\sum_i\xi_i c_i^\dagger c_i .
\end{aligned}
$$

Here $c_i$ has two spin components and $\mathbf s$ are the Pauli matrices of the spin. The sums run over ordered pairs, so each bond appears in both directions. The four terms are ordinary hopping, intrinsic spin-orbit coupling, Rashba coupling, which requires broken mirror symmetry in the plane of the sheet, and a staggered potential with $\xi=+1$ on sublattice A and $-1$ on B.

The unit vector $\mathbf d_{ij}$ points from $j$ to $i$. An electron going from $j$ to its second neighbour $i$ travels along two bonds, with unit vectors $\mathbf d_1$ and then $\mathbf d_2$, and $\nu_{ij}=(2/\sqrt3)(\mathbf d_1\times\mathbf d_2)_z=\pm1$. The bonds from A to B and the zone corner are

$$
\boldsymbol\delta_1=(0,1),\quad
\boldsymbol\delta_{2}=\left(-\tfrac{\sqrt3}{2},-\tfrac12\right),\quad
\boldsymbol\delta_{3}=\left(\tfrac{\sqrt3}{2},-\tfrac12\right),\quad
\mathbf K=\left(\tfrac{4\pi}{3\sqrt3},0\right).
$$

The system is half filled, with two electrons per cell. When the second and third bands do not overlap in energy, the two lowest of the four bands are occupied.

(a) Find the four levels at K.

(b) Find the gap at K between the second and third levels, for any values of the three couplings.

(c) What is this gap for intrinsic coupling alone? At zero Rashba coupling, which $\lambda_v$ separates the topological from the trivial insulator?

(d) Evaluate the levels and the gap for $\lambda_{SO}=0.05\,t$, $\lambda_R=0.08\,t$, $\lambda_v=0.10\,t$, with $t>0$.

## Hints

1. Compute the three phases $\mathbf K\cdot\boldsymbol\delta_j$ first. Every sum at K is a sum of three numbers of modulus 1.
2. For the Rashba term, use $\delta_\pm=\delta_x\pm i\delta_y$. One of the two spin-flip sums vanishes.
3. The $4\times4$ matrix then splits into one $2\times2$ block and two single levels. The gap depends on how the levels are ordered.
4. For the boundary in (c), K alone is not enough. Show that without Rashba coupling the gap cannot close anywhere except at the zone corners, and then ask how the Chern number of one spin changes.

## Solution

### (a) The matrix at K

Use Bloch states whose phases are taken at the atomic positions. With $h_{ij}$ the coefficient of $c_i^\dagger c_j$, the matrix element between sublattices $a$ and $b$ is

$$
H_{ab}(\mathbf k)=\sum_{j\in b}h_{ij}\,e^{i\mathbf k\cdot(\mathbf r_j-\mathbf r_i)},\qquad i\in a .
$$

**Hopping.** From A to its B neighbours, $\mathbf r_j-\mathbf r_i=\boldsymbol\delta_j$, so $H_{AB}=tf(\mathbf k)$ with $f=\sum_je^{i\mathbf k\cdot\boldsymbol\delta_j}$. At K the phases are $0,-2\pi/3,+2\pi/3$, and

$$
f(\mathbf K)=1+2\cos(2\pi/3)=0 .
$$

Ordinary hopping therefore drops out at K.

**Intrinsic term.** Let $i$ be an A site. The electron goes from $j$ along $\boldsymbol\delta_m$ to a B site and then along $-\boldsymbol\delta_n$ to $i$. Hence $\mathbf r_j-\mathbf r_i=\boldsymbol\delta_n-\boldsymbol\delta_m$ and $\nu_{ij}=-(2/\sqrt3)(\boldsymbol\delta_m\times\boldsymbol\delta_n)_z$. Each bond vector is the previous one turned by $+120^\circ$, so $\nu=-1$ for $n=m+1$ (cyclically) and $\nu=+1$ for the reversed pair. With $x_m=\mathbf k\cdot(\boldsymbol\delta_{m+1}-\boldsymbol\delta_m)$, the spin-up element on A is

$$
g(\mathbf k)=i\lambda_{SO}\sum_{m=1}^3\left(-e^{ix_m}+e^{-ix_m}\right)
=2\lambda_{SO}\sum_{m=1}^3\sin x_m .
$$

At K, $x_m=-2\pi/3,\,4\pi/3,\,-2\pi/3$. Each sine equals $-\sqrt3/2$, so

$$
g(\mathbf K)=-3\sqrt3\,\lambda_{SO}\equiv-D .
$$

On B the path is $-\boldsymbol\delta_m$ followed by $+\boldsymbol\delta_n$. The cross product, and hence $\nu$, is unchanged, but the displacement is reversed. Every sine changes sign, and B carries $-g$. For spin down, $s_z$ reverses both signs.

**Rashba term.** For $i$ on A and $j$ on B, $\mathbf d_{ij}=-\boldsymbol\delta_j$. In the basis (up, down),

$$
(\mathbf s\times\boldsymbol\delta)_z=s_x\delta_y-s_y\delta_x
=\begin{pmatrix}0&i\delta_-\\-i\delta_+&0\end{pmatrix}.
$$

Multiplying by $i\lambda_R$ and by the minus sign of $\mathbf d_{ij}$ gives

$$
H_{A\uparrow,B\downarrow}=\lambda_R\sum_j\delta_{j-}e^{i\mathbf k\cdot\boldsymbol\delta_j},\qquad
H_{A\downarrow,B\uparrow}=-\lambda_R\sum_j\delta_{j+}e^{i\mathbf k\cdot\boldsymbol\delta_j}.
$$

The bonds point at angles $\pi/2,\,7\pi/6,\,11\pi/6$, so $\delta_{j\pm}=e^{\pm i\theta_j}$. Adding the phases at K, the terms with $\delta_+$ all have argument $\pi/2$ modulo $2\pi$ and sum to $3i$. The terms with $\delta_-$ have arguments $-\pi/2,\,\pi/6,\,5\pi/6$ and sum to zero. Thus

$$
H_{A\uparrow,B\downarrow}(\mathbf K)=0,\qquad H_{A\downarrow,B\uparrow}(\mathbf K)=-3i\lambda_R .
$$

**Levels.** The states A↑ and B↓ are uncoupled, with energies $\lambda_v-D$ and $-\lambda_v-D$. The states A↓ and B↑ form the block

$$
D\,\mathbb 1+\begin{pmatrix}\lambda_v&-3i\lambda_R\\3i\lambda_R&-\lambda_v\end{pmatrix}.
$$

The second matrix is traceless and has determinant $-(\lambda_v^2+9\lambda_R^2)$. The four levels are therefore

$$
-D\pm\lambda_v,\qquad D\pm W,\qquad W=\sqrt{\lambda_v^2+9\lambda_R^2}.
$$

All terms of $H$ respect time reversal, so the opposite corner $\mathbf K'=-\mathbf K$ has the same levels.

### (b) The gap at K

Replacing $D$ by $-D$ turns the set of levels into its negative. This exchanges occupied and empty levels but keeps the gap between the second and third. The sign of $\lambda_v$ does not matter either. It is enough to use $\Delta=3\sqrt3|\lambda_{SO}|$ and $V=|\lambda_v|$ and to order

$$
\Delta+W,\qquad \Delta-W,\qquad -\Delta+V,\qquad -\Delta-V .
$$

Since $W\ge V$, the first is the highest. The position of $\Delta-W$ among the other two decides the gap:

- If $V+W\le2\Delta$, then $\Delta-W\ge-\Delta+V$. It is the third level, and the gap is $(\Delta-W)-(-\Delta+V)=2\Delta-V-W$.
- If $V+W>2\Delta$ but $W-V\le2\Delta$, it lies between $-\Delta-V$ and $-\Delta+V$. It is the second level, and the gap is $V+W-2\Delta$.
- If $W-V>2\Delta$, it is the lowest. The middle levels are $-\Delta\pm V$, and the gap is $2V$.

Together,

$$
E_g(\mathbf K)=
\begin{cases}
|2\Delta-V-W|, & W-V\le2\Delta,\\
2V, & W-V>2\Delta .
\end{cases}
$$

For $V+W\le2\Delta$ the intrinsic term opens the gap, while the staggered potential and the Rashba coupling both reduce it. For $V+W>2\Delta$ with $W-V\le2\Delta$ the roles are reversed: the gap $V+W-2\Delta$ grows with $V$ and $|\lambda_R|$ and shrinks with $\Delta$.

### (c) Intrinsic gap and phase boundary

For $\lambda_v=\lambda_R=0$, $V=W=0$ and

$$
E_g(\mathbf K)=2\Delta=6\sqrt3\,|\lambda_{SO}| .
$$

This is the gap at K, which need not be the smallest in the zone. At the edge midpoint $\mathbf M=(0,2\pi/3)$ the phases $\mathbf M\cdot\boldsymbol\delta_j$ are $2\pi/3,-\pi/3,-\pi/3$. They give $|f|=1$ and $g=0$, so the gap there is $2|t|$. If $3\sqrt3|\lambda_{SO}|>|t|$, the gap at M is the smaller of the two.

With $\lambda_R=0$ and $\lambda_v\ne0$, $W=V$, so the gap at K is $2|\Delta-V|$ and closes at $V=\Delta$. To show that this is the phase boundary, consider the whole zone. Spin is now conserved, and for $s=\pm1$

$$
h_s(\mathbf k)=\begin{pmatrix}\lambda_v+sg&tf\\tf^*&-(\lambda_v+sg)\end{pmatrix},\qquad
E=\pm\sqrt{t^2|f|^2+(\lambda_v+sg)^2}.
$$

Take $t\neq0$ and $\lambda_{SO}\neq0$. A closure requires $f=0$, that is, three numbers of modulus 1 summing to zero. Divide by the first and call the other two $e^{i\alpha}$ and $e^{i\beta}$. Then $e^{i\alpha}+e^{i\beta}=-1$. The imaginary part requires $\sin\beta=-\sin\alpha$, so $\beta=-\alpha$ or $\beta=\alpha+\pi$. The second choice gives the sum 0, not $-1$. The first gives $\cos\alpha=-1/2$, so $\alpha=\pm2\pi/3$. The angles $\alpha$ and $\beta$ are the products of $\mathbf k$ with the two primitive lattice vectors $\boldsymbol\delta_2-\boldsymbol\delta_1$ and $\boldsymbol\delta_3-\boldsymbol\delta_1$, so they fix $\mathbf k$ up to a reciprocal lattice vector. The two solutions are K and K′.

Because $g$ is odd in $\mathbf k$, the diagonal terms, or masses, at the two corners are

$$
m_s(\mathbf K)=\lambda_v-sD,\qquad m_s(\mathbf K')=\lambda_v+sD .
$$

One of them vanishes if and only if $V=\Delta$. For any other $V$ the system is an insulator, since one band of each spin lies above zero energy and the other below.

For $V>\Delta$, $|\lambda_v|$ can be raised without limit while the gap stays open. In the limit of large $|\lambda_v|$ the occupied states sit on one sublattice, where the Chern number of each spin is 0. Since the gap never closed, it is 0 for all $V>\Delta$.

Now lower $V$ through $\Delta$. For each spin, one of the two masses changes sign. Near K, put $\mathbf k=\mathbf K+\mathbf q$ and $q_\pm=q_x\pm iq_y$. Since $\mathbf q\cdot\boldsymbol\delta=(q_-\delta_++q_+\delta_-)/2$, the sums found in (a) give, to first order,

$$
f\simeq i\sum_j(\mathbf q\cdot\boldsymbol\delta_j)e^{i\mathbf K\cdot\boldsymbol\delta_j}
=\frac i2(3i)q_-=-\frac32(q_x-iq_y).
$$

The matrix $h_s$ is thus $\mathbf b\cdot\boldsymbol\sigma$ with $\mathbf b=(-\tfrac32tq_x,-\tfrac32tq_y,m)$. As $\mathbf q$ runs from 0 to values with $|tq|\gg|m|$, the direction of $\mathbf b$ covers a hemisphere, from a pole to the equator. The Berry flux of a two-level system is half the solid angle in magnitude, here $\pi$, or half a unit of Chern number. When $m$ changes sign, the opposite hemisphere is covered with the opposite orientation, and the Chern number changes by one unit. K′ gives a change of the same size, because $f(-\mathbf k)=f(\mathbf k)^*$.

For $V<\Delta$ each spin therefore has Chern number $\pm1$. Time reversal gives the two spins opposite values, so the total is zero. With conserved $s_z$, the $Z_2$ invariant is the Chern number of one spin modulo 2, so it is 1 for $V<\Delta$ and 0 for $V>\Delta$. The boundary is

$$
|\lambda_v|=3\sqrt3\,|\lambda_{SO}|\qquad(\lambda_R=0).
$$

### (d) Numbers

All energies are in units of $t$. First,

$$
\Delta=3\sqrt3\times0.05=0.2598,\qquad
W=\sqrt{0.10^2+9\times0.08^2}=0.2600 .
$$

The levels, from lowest to highest, are

$$
\begin{aligned}
-\Delta-V&=-0.3598, & -\Delta+V&=-0.1598,\\
\Delta-W&=-0.0002, & \Delta+W&=0.5198 .
\end{aligned}
$$

The third level is almost zero because $\Delta$ and $W$ nearly coincide for these parameters. Since $V+W=0.3600$ is below $2\Delta=0.5196$, the first case of (b) applies:

$$
E_g(\mathbf K)=0.5196-0.1000-0.2600=0.1596 .
$$

For comparison, the gap at K is 0.5196 with the intrinsic term alone and 0.3196 when the staggered potential is added without Rashba coupling.

On a $300\times300$ mesh of the zone that contains K, the smallest direct gap and the indirect gap are both 0.1596, so here the gap at K is also the band gap at the resolution of the mesh. A Wilson-loop calculation gives $Z_2=1$: the example is a topological insulator although Rashba coupling mixes the spins.

The other two cases of (b) appear at other parameters, with the same $\lambda_{SO}$:

- For $\lambda_R=0.08$ and $\lambda_v=0.30$, $W=0.3842$ and the gap is $0.30+0.3842-0.5196=0.1646$.
- For $\lambda_R=0.25$ and $\lambda_v=0.05$, $W=0.7517$. Now $W-V=0.7017$ exceeds $2\Delta$, and the gap at K is $2V=0.1000$. Here it is not the band gap: away from K the smallest direct gap is about 0.095, and the indirect gap is about 0.053.

## Variation 1: no staggered potential

*Set $\lambda_v=0$. How much Rashba coupling does the gap at K survive?*

Now $V=0$ and $W=3|\lambda_R|$. As long as $3|\lambda_R|\le2\Delta$,

$$
E_g(\mathbf K)=6\sqrt3\,|\lambda_{SO}|-3|\lambda_R| ,
$$

which reaches zero at $|\lambda_R|=2\sqrt3\,|\lambda_{SO}|$. For $\lambda_{SO}=0.05\,t$ this is $0.1732\,t$. The band gap can be smaller than the gap at K: for this $\lambda_{SO}$ the indirect gap is about $0.064\,t$ against $0.070\,t$ at K for $\lambda_R=0.15\,t$, and about $0.002\,t$ against $0.010\,t$ at K for $\lambda_R=0.17\,t$. At $\lambda_R=0.171\,t$ the indirect gap is already negative, about $-0.001\,t$, while the gap at K is still $0.007\,t$. The second and third bands therefore begin to overlap in energy, and the system stops being an insulator, slightly before the gap at K closes.

Beyond this value the gap at K does not reopen. For $\lambda_{SO}>0$, the level $\Delta-3|\lambda_R|$ has fallen below the degenerate pair at $-\Delta$. The second and third levels are then the two members of this pair, so the second and third bands touch at K. The Fermi level need not lie at the touching point. For $\lambda_{SO}=0.05\,t$ and $\lambda_R=0.25\,t$ the second band rises to $-0.240\,t$ away from K, above the pair at $-0.260\,t$. The two bands overlap in energy, the Fermi level at half filling lies near $-0.244\,t$, and both members of the pair are occupied. A staggered potential splits the pair by $2V$. This splitting is the gap at K as long as $W-V>2\Delta$, the third case of (b). Since $W-V$ decreases as $V$ grows, a larger $V$ leads to the second case.

## Variation 2: closure with Rashba coupling

*Let $0<|\lambda_R|\le2\sqrt3|\lambda_{SO}|$. At which $|\lambda_v|$ does the gap at K close?*

The condition is $W=2\Delta-V$. Squaring gives

$$
V^2+9\lambda_R^2=4\Delta^2-4\Delta V+V^2
\quad\Longrightarrow\quad
V=\Delta-\frac{9\lambda_R^2}{4\Delta}.
$$

In the stated range $0\le V<\Delta$, so $2\Delta-V$ is positive and squaring has added no false solution. Inserting $\Delta=3\sqrt3|\lambda_{SO}|$ and $9/(12\sqrt3)=\sqrt3/4$,

$$
|\lambda_v|=3\sqrt3\,|\lambda_{SO}|-\frac{\sqrt3}{4}\frac{\lambda_R^2}{|\lambda_{SO}|}.
$$

Rashba coupling lowers the staggered potential needed to close the gap at K. For $\lambda_{SO}=0.05\,t$ and $\lambda_R=0.08\,t$, closure moves from $0.2598\,t$ to $0.2044\,t$.

The argument of (c) that excludes closures elsewhere relied on conserved spin, so it does not carry over. The numerical check finds $Z_2=1$ at 0.8 times and $Z_2=0$ at 1.2 times the closing value $0.2044\,t$. The topology thus changes within this interval, which contains the closure at K, but two points do not exclude further closures between them.

## Numbers as computed

```
Energies in units of t
lambda_SO = 0.05 t, lambda_R = 0.08 t, lambda_v = 0.10 t
3 sqrt(3) lambda_SO = 0.2598 t
W = sqrt(lambda_v^2 + 9 lambda_R^2) = 0.2600 t
diagonal element A up at K = -0.1598 t
diagonal element A down at K = 0.3598 t
diagonal element B up at K = 0.1598 t
diagonal element B down at K = -0.3598 t
|element A down, B up| at K = 0.2400 t
level 1 at K = -0.3598 t
level 2 at K = -0.1598 t
level 3 at K = -0.0002 t
level 4 at K = 0.5198 t
gap at K, all terms = 0.1596 t
gap at K, intrinsic term only = 0.5196 t
smallest zone gap, intrinsic only = 0.5196 t
gap at K, lambda_R = 0, lambda_v = 0.10 t: 0.3196 t
closing lambda_v at lambda_R = 0: 0.2598 t
closing lambda_v at lambda_R = 0.08 t: 0.2044 t
critical lambda_R at lambda_v = 0: 0.1732 t
lambda_R = 0.08 t, lambda_v = 0.30 t: W = 0.3842 t, gap at K = 0.1646 t
lambda_R = 0.25 t, lambda_v = 0.05 t: W = 0.7517 t, gap at K = 0.1000 t
example, smallest direct gap on 300x300 mesh = 0.1596 t
example, indirect gap on 300x300 mesh = 0.1596 t
reduced k of smallest direct gap = 0.3333, 0.6667
reduced coordinates of K = 0.3333, 0.6667
Z2 of the example = 1
Z2 at 0.8 and 1.2 times closing lambda_v, lambda_R = 0.00 t: 1, 0
Z2 at 0.8 and 1.2 times closing lambda_v, lambda_R = 0.08 t: 1, 0
Chern up, down at lambda_R = 0, lambda_v = 0.10 t: 1, -1
Chern up, down at lambda_R = 0, lambda_v = 0.40 t: 0, 0
```
